# Why metal surfaces relax inward under tension and Lennard-Jones surfaces relax outward

**Question.** Cut a crystal in two and let the new surface settle. In a short-ranged second-moment model of a metal the top layer moves toward the bulk, and the surface pulls on itself sideways. In a Lennard-Jones crystal the top layer moves away from the bulk. Both crystals are held together by attraction and kept apart by repulsion, so what makes the difference?

**Answer.**

### The mechanism

In a metal described by a partly filled band, the bonding energy of an atom scales with the width of its local density of states, if the shape and filling of that density are held fixed. The square of the width is a sum of squared hopping integrals, one term per neighbour. An atom with \(Z\) equal neighbours therefore has a binding strength proportional to \(\sqrt Z\). This is concave in \(Z\): each further neighbour adds less. The band energy, \(-\xi\sqrt Z\), is then convex, and it is important to keep the two statements apart when tracing signs.

A surface atom has lost some neighbours, so in this square-root picture each bond it keeps has a larger share of the band energy. An actual band need not share the gain evenly: in a nearest-neighbour s band on fcc (100) at 70 % filling, with the surface layers kept neutral, the in-plane bonds strengthen while the bonds to the second layer weaken. The repulsion in that bond depends on the bond's length alone and has not changed. In the bulk the two were in balance; at the surface attraction wins and the remaining bonds pull. Bonds to the layer below pull the surface atom inward, and bonds within the surface layer pull sideways.

In a pair potential no bond knows how many others its atoms have, so this mechanism is absent. What a surface removes in a Lennard-Jones crystal is the attraction between distant atoms, which in the bulk had been squeezing the nearest bonds.

### The tension in a bond

Take the energy

\[
E=\sum_{i<j}\varphi(r_{ij})+\sum_i F(\rho_i),\qquad \rho_i=\sum_{j\neq i}\psi(r_{ij}),
\]

with \(\psi\) positive and falling with distance. Changing one bond length \(r_{ij}\) changes the pair term once and both densities \(\rho_i\) and \(\rho_j\). Hence \(dE=\sum_{i<j}t_{ij}\,dr_{ij}\), with

\[
t_{ij}=\varphi'(r_{ij})+\left[F'(\rho_i)+F'(\rho_j)\right]\psi'(r_{ij}).
\]

A positive \(t_{ij}\) means that lengthening the bond costs energy: the bond is under tension.

Let the interactions reach nearest neighbours only, at distance \(r_0\) in an fcc bulk at zero pressure. The bulk energy per atom is \(6\varphi(r)+F(12\psi(r))\), since each of the 12 bonds is shared by two atoms. Setting its derivative to zero at \(r_0\) gives

\[
6\varphi'(r_0)+12F'(\rho_0)\psi'(r_0)=0
\quad\Rightarrow\quad
\varphi'(r_0)=-2F'(\rho_0)\psi'(r_0),
\]

where \(\rho_0\) is the bulk density. Now cut the crystal without moving any atom. All remaining bonds still have length \(r_0\), so

\[
t_{ij}=\psi'(r_0)\left[F'(\rho_i)+F'(\rho_j)-2F'(\rho_0)\right].
\]

If \(F\) is convex, \(F'\) is smaller at a surface atom, where \(\rho_i<\rho_0\). The bracket is then negative, \(\psi'\) is negative too, and the tension is positive. If \(F\) is a straight line, the bracket vanishes and the cut surface feels no force. If the curvature of \(F\) is reversed, so is the sign of every tension. Within nearest-neighbour range, the curvature is thus the whole cause.

### The second-moment metal

The second-moment model uses

\[
\varphi=2A\,e^{-p(r/r_0-1)},\qquad \psi=e^{-2q(r/r_0-1)},\qquad F=-\xi\sqrt{\rho}.
\]

At \(r_0\) we have \(\varphi'=-2Ap/r_0\), \(\psi'=-2q/r_0\) and \(F'(\rho_0)=-\xi/(2\sqrt{12})\). The bulk condition becomes \(Ap=\xi q/\sqrt{12}\). The cohesive energy per atom is

\[
E_c=\xi\sqrt{12}-12A=\xi\sqrt{12}\left(1-\frac qp\right),
\]

and the tension after the cut is

\[
t_{ij}=\frac{\xi q}{r_0}\left[\frac1{\sqrt{\rho_i}}+\frac1{\sqrt{\rho_j}}-\frac2{\sqrt{12}}\right].
\]

I use \(E_c\) and \(r_0\) as units, which suit model crystals better than Hartree units, and the round values \(p=10\), \(q=3\). Then \(\xi=1/(0.7\sqrt{12})=0.4124\,E_c\) and \(A=0.0357\,E_c\). Losing one neighbour costs \(\xi(\sqrt{12}-\sqrt{11})=0.0608\,E_c\) of band energy in the bulk, but \(\xi(\sqrt8-\sqrt7)=0.0753\,E_c\) for an atom with eight neighbours.

On the (100) surface, a top atom keeps four neighbours in its own layer and four in the layer below. Atoms of the second layer still have all twelve. With layers numbered from the surface,

\[
t_{12}=\frac{\xi q}{r_0}\left(\frac1{\sqrt8}-\frac1{\sqrt{12}}\right)=0.0803\,\frac{E_c}{r_0},\qquad t_{11}=2t_{12}=0.1605\,\frac{E_c}{r_0}.
\]

The four bonds to the second layer make 45° with the surface normal. They pull a top atom inward with the force \(4t_{12}/\sqrt2=0.227\,E_c/r_0\).

**Surface stress.** Stretch a slab by a small strain \(\varepsilon\) along both in-plane directions. The surface stress \(\tau\), positive when tensile, is defined by the work done per face, \(dE=2\tau a\,d\varepsilon\), where \(a=r_0^2\) is the area per surface atom and the factor 2 counts the directions. A bond with in-plane projection \(b\) lengthens by \((b^2/r_0)\,d\varepsilon\). Each top atom owns two in-plane bonds, with \(b^2=r_0^2\), and four bonds to the second layer, with \(b^2=r_0^2/2\). All deeper bonds are free of tension. Therefore

\[
2\tau r_0^2=2t_{11}r_0+4t_{12}\frac{r_0}2
\quad\Rightarrow\quad
\tau=\frac{t_{11}+t_{12}}{r_0}=0.241\,\frac{E_c}{r_0^2}.
\]

The unrelaxed surface is under tensile stress.

**Relaxation.** Let the layers move along the normal, with the in-plane lattice held by the bulk. Nothing pulls from outside, so at equilibrium no net normal force passes through any gap between layers. The four bonds per atom that cross a gap are equivalent, so each must have zero tension. Write \(r_l\) for the bond length across gap \(l\) and \(x_l=r_l/r_0-1\). Setting the general tension to zero gives

\[
-2Ap\,e^{-px_l}+\xi q\,e^{-2qx_l}\left(\frac1{\sqrt{\rho_l}}+\frac1{\sqrt{\rho_{l+1}}}\right)=0 .
\]

Insert \(Ap=\xi q/\sqrt{12}\), divide by \(\xi q\,e^{-2qx_l}\), and take the logarithm:

\[
(p-2q)\,x_l=-\ln\left[\frac{\sqrt{12}}2\left(\frac1{\sqrt{\rho_l}}+\frac1{\sqrt{\rho_{l+1}}}\right)\right].
\]

This presumes \(p>2q\): the stiffness of a bulk bond at fixed \(F'\) is \(\varphi''+2F'\psi''=2\xi q(p-2q)/(\sqrt{12}\,r_0^2)\), and for \(p<2q\) the crystal is unstable to shear. The densities depend on the bond lengths, so these equations are coupled. I solved the problem by minimizing the energy of a 20-layer slab numerically with respect to its layer spacings. The first three densities came out as 8.515, 12.465 and 11.955. For the first gap the bracket is \(1.732\,(0.3427+0.2832)=1.084\), and with \(p-2q=4\)

\[
x_1=-\frac{\ln1.084}{4}=-0.020 .
\]

The bond shortens by 2.0 %. Since \(r_1^2=r_0^2/2+h_1^2\), where \(h_1\) is the layer spacing, \(h_1=\sqrt{0.9798^2-0.5}\,r_0=0.678\,r_0\). The bulk spacing is \(0.707\,r_0\), so the top spacing contracts by 4.1 %.

The second spacing expands by 0.4 %. The same formula shows why: the approach of the top layer has raised the density of the second layer above 12, so its bonds are weaker than in the bulk, and the bracket for the second gap falls below 1.

**Stress after relaxation.** The bonds between layers now carry no tension. The in-plane bonds still have length \(r_0\), so their tension follows from the earlier formula with the new densities:

\[
\tau=\frac1{r_0}\sum_l t_{ll},\qquad t_{ll}=\frac{2\xi q}{r_0}\left(\frac1{\sqrt{\rho_l}}-\frac1{\sqrt{12}}\right),
\]

with the sum over one half of the slab. The first three layers give \(0.13365-0.01344+0.00136=0.12157\), and the whole sum is \(0.121\,E_c/r_0^2\). Relaxation has halved the stress, mainly by removing the tension \(t_{12}\), which accounts for 0.080 of the drop of \(0.119\,E_c/r_0^2\). The stress stays tensile because moving inward raised the top atom's density only from 8 to 8.5, still far below 12.

A crystal free to shrink in all directions shows what the surface layer is being denied. With uniform coordination \(Z\), the energy per atom is \(ZAe^{-px}-\xi\sqrt Z\,e^{-qx}\). Its minimum obeys \(pZAe^{-px}=q\xi\sqrt Z\,e^{-qx}\), which with \(Ap=\xi q/\sqrt{12}\) becomes \(e^{(p-q)x}=\sqrt{Z/12}\), or

\[
x=\frac{\ln(Z/12)}{2(p-q)} .
\]

For \(Z=8\) all bonds would shorten by 2.9 %. The surface layer can shorten its bonds to the layer below, but the bulk lattice fixes its in-plane bonds, and the unmet contraction appears as stress.

### The Lennard-Jones crystal

Now take \(F=0\) and \(\varphi=4\epsilon[(\sigma/r)^{12}-(\sigma/r)^6]\), including distant neighbours. With the lattice sums \(S_n=\sum_j(r_0/r_j)^n\) over the neighbours of one atom, the bulk energy per atom is \(2\epsilon[S_{12}(\sigma/r_0)^{12}-S_6(\sigma/r_0)^6]\). It is stationary when

\[
\left(\frac{\sigma}{r_0}\right)^6=\frac{S_6}{2S_{12}} .
\]

The pair minimum lies at \(r_{\min}=2^{1/6}\sigma=(S_6/S_{12})^{1/6}r_0\). For nearest neighbours alone \(S_6=S_{12}=12\), every bond sits at its minimum, and a cut produces no force. Distant neighbours contribute more to \(S_6\) than to \(S_{12}\), so \(r_{\min}>r_0\): the nearest bonds are compressed. With neighbours up to \(8r_0\), the range used below, \(r_{\min}=1.029\,r_0\); at longer range it settles at \(1.030\,r_0\).

**Direction of relaxation.** Let \(f_m\) be the attraction, per atom, between two (100) planes \(m\) spacings apart. If every spacing in the bulk grows by \(\delta\), planes \(m\) apart separate by \(m\delta\), and the energy per atom changes by \(\sum_{m\ge1}m f_m\,\delta\). A cubic crystal at zero pressure has no stress along any axis, so \(\sum_m m f_m=0\). The top layer is pulled inward by all planes below it with the force

\[
\sum_{m\ge1}f_m=\sum_{m\ge1}f_m-\sum_{m\ge1}m f_m=-\sum_{m\ge2}(m-1)f_m .
\]

Atoms two or more planes apart are at least \(\sqrt2\,r_0\) from each other, beyond \(r_{\min}\), so they attract and \(f_m>0\) for \(m\ge2\). The force on the top layer is therefore outward. Here \(f_1=-0.771\), \(f_2=0.290\) and \(f_3=0.040\,E_c/r_0\). With the more distant planes the total is \(-0.425\,E_c/r_0\); extending the range to \(30r_0\) moves \(f_1\) to \(-0.774\) and the total to \(-0.429\,E_c/r_0\). The nearest plane pushes. In the bulk, \(m\) pairs of planes \(m\) apart span each gap, and their pull balances that push; across the top gap only one such pair remains for each \(m\), because the planes above the surface are gone.

Minimizing the energy of a 20-layer slab gives an expansion of the top spacing by 2.6 % and of the second by 0.6 %.

**Stress before relaxation.** Let \(s_m=\sum\varphi'(r)\,x^2/r\), summed over an atom's neighbours in a plane \(m\) away, with \(x\) now the in-plane component of the bond along one axis. A strain along that axis changes the bulk energy per atom at the rate \(s_0/2+\sum_{m\ge1}s_m=0\). A slab of \(N\) layers, thicker than the range of the potential, has \(N-m\) pairs of planes \(m\) apart. Its rate, per surface atom, is

\[
\frac{N s_0}2+\sum_{m\ge1}(N-m)s_m=-\sum_{m\ge1}m s_m .
\]

Two faces share this, so \(\tau=-\sum_m m s_m/(2r_0^2)\). The weight \(m\) favours the distant, attractive pairs, because a cut severs more of them. The compressed nearest bonds enter with the opposite sign, so the result has to be summed: \(\tau=-0.130\,E_c/r_0^2\). The unrelaxed surface is under compressive stress, opposite to the metal.

**Stress after relaxation.** The relaxed (100) Lennard-Jones surface has \(\tau=+0.074\,E_c/r_0^2\), which is tensile. The outward motion itself causes the change. Opening the top gap by \(\delta=0.0256\times0.707\,r_0=0.0181\,r_0\) lengthens the 45° nearest bonds by \(\delta/\sqrt2\). Their stiffness, with \(\sigma=0.917\,r_0\) and \(\epsilon=0.116\,E_c\), is

\[
\varphi''(r_0)=\frac{4\epsilon}{r_0^2}\left[156\left(\frac{\sigma}{r_0}\right)^{12}-42\left(\frac{\sigma}{r_0}\right)^6\right]\approx14\,\frac{E_c}{r_0^2}.
\]

As found for the metal, a tension \(t_{12}\) in these bonds contributes \(t_{12}/r_0\) to the stress. The change is thus about \(14\times0.0181/\sqrt2\approx0.18\,E_c/r_0^2\), against the computed \(0.204\). This linear estimate leaves out the deeper gaps, the longer bonds and the anharmonicity. Cutting the interactions at \(5r_0\) instead of \(8r_0\) changes the relaxed stress to \(0.073\,E_c/r_0^2\) and the unrelaxed stress to \(-0.117\,E_c/r_0^2\). The unrelaxed value thus still depends on the range, reaching \(-0.138\,E_c/r_0^2\) at \(30r_0\), but both signs are the same at \(5r_0\) and \(8r_0\).

A tensile stress on a relaxed surface is therefore not, by itself, evidence of coordination-dependent bonding. On the (100) face the two models differ in the direction of relaxation and in the stress before it. The metal starts tensile and loses tension by moving inward; the Lennard-Jones crystal starts compressed, and moving outward raises its stress. Whether that rise is enough to change the sign depends on the face: it is on (100), whereas the close-packed (111) face of the Lennard-Jones crystal also moves outward but remains under compressive stress.

### When both effects are present

A metal model whose interactions reach beyond nearest neighbours contains both mechanisms. They can be separated by replacing \(F\) with its tangent at the bulk density. Up to a constant per atom, the tangent contributes \(F'(\rho_0)\sum_i\rho_i=2F'(\rho_0)\sum_{i<j}\psi(r_{ij})\), because each pair enters two densities. The result is a pair potential, \(\varphi+2F'(\rho_0)\psi\), with the same bulk spacing but no convexity. Its cohesive energy is smaller: the constant \(F(\rho_0)-\rho_0F'(\rho_0)=-\xi\sqrt{\rho_0}/2\) belongs to a free atom as much as to a bulk atom, so the binding relative to free atoms falls by \(\xi\sqrt{\rho_0}/2\). Both stresses below are given in the \(E_c\) of the square-root model.

I extended the metal to neighbours at \(\sqrt5\,r_0\), keeping \(p\) and \(q\) and readjusting \(A\) and \(\xi\) to preserve \(r_0\) and \(E_c\). The relaxed slabs give:

| Embedding | Top spacing | Relaxed stress \((E_c/r_0^2)\) |
|---|---:|---:|
| \(-\xi\sqrt\rho\) | −2.7 % | +0.162 |
| its tangent | +1.9 % | +0.026 |

Without convexity the same metal expands outward, as the Lennard-Jones crystal does. With it, the inward pull wins for these parameters. The sign is thus not guaranteed for every embedded-atom model: a weakly curved \(F\) combined with strong distant attraction can relax outward. The calculation also assumes a static lattice without reconstruction, and it leaves out angular forces and any redistribution of charge at the surface, which can alter the balance in a real metal.
